# Path-integral Langevin thermostat: optimal friction for free ring-polymer modes: test program

```python
# Path-integral Langevin thermostat in ring-polymer normal modes.
# n beads, beta_n = beta/n, w_n = n/(beta hbar), modes w_k = 2 w_n sin(k pi/n).
# Mode dynamics: dq = p/m dt, dp = (-m w^2 q - g p) dt + sqrt(2 m g/beta_n) dW.
# tau_f = int_0^inf <df(0) df(t)> dt / <df^2>.  Claims under test:
#   tau_H = 1/g + g/(4 w^2), minimum 1/w at g = 2w (H total mode energy)
#   tau_V = 1/(2g) + g/(2 w^2), minimum at g = w;  tau_K = 1/(2g)
#   finite step h (thermostat h/2, exact rotation h, thermostat h/2):
#   tau_h = h [1/sinh(g h) + tanh(g h/2)/(2 sin^2(w h))],
#   optimum sinh(g h/2) = sin(w h)/sqrt(cos(2 w h)) for w h < pi/4.
# Scaled variables x = w q sqrt(m beta_n), y = p sqrt(beta_n/m).
import numpy as np, sympy as sp
from scipy import constants as sc
from scipy.linalg import expm, solve_continuous_lyapunov as lyap
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

def modes(n):
    j = np.arange(n); C = np.zeros((n, n))
    for k in range(n):
        if k == 0: C[:, k] = 1/np.sqrt(n)
        elif 2*k < n: C[:, k] = np.sqrt(2/n)*np.cos(2*np.pi*j*k/n)
        elif 2*k == n: C[:, k] = (-1.0)**j/np.sqrt(n)
        else: C[:, k] = np.sqrt(2/n)*np.sin(2*np.pi*j*k/n)
    return C
def springs(n, wn):
    d = np.eye(n) - np.roll(np.eye(n), 1, axis=1)
    return wn**2*d.T@d
freqs = lambda n, wn: 2*wn*np.sin(np.arange(n)*np.pi/n)
tauH = lambda g, w: 1/g + g/(4*w*w)
tau_h = lambda g, w, h: h*(1/np.sinh(g*h) + np.tanh(g*h/2)/(2*np.sin(w*h)**2))
g_opt = lambda w, h: 2/h*np.arcsinh(np.sin(w*h)/np.sqrt(np.cos(2*w*h)))
drift = lambda g, w: np.array([[0, -w], [w, g]], float)

# normal modes, even and odd n
for n in (5, 6, 32):
    C, K, w = modes(n), springs(n, 1.3), freqs(n, 1.3)
    assert np.allclose(C.T@C, np.eye(n), atol=1e-12)
    assert np.allclose(C.T@K@C, np.diag(w**2), atol=1e-11)
    assert np.allclose(np.linalg.eigvalsh(K), np.sort(w**2), atol=1e-11)

# Fokker-Planck stationarity in bead space, n=4, anharmonic V, noise scale s
q, p, gs = sp.symbols('q0:4'), sp.symbols('p0:4'), sp.symbols('g0:4', positive=True)
m, be, ws, a3, a4, s = sp.symbols('m be ws a3 a4 s', positive=True)
H = sum(p[j]**2/(2*m) + m*ws**2*(q[j]-q[j-1])**2/2 + a3*q[j]**3 + a4*q[j]**4 for j in range(4))
r, hf = 1/sp.sqrt(2), sp.Rational(1, 2)
Cs = sp.Matrix([[hf, r, hf, 0], [hf, 0, -hf, -r], [hf, -r, hf, 0], [hf, 0, -hf, r]])
assert np.allclose(np.array(Cs, float), modes(4), atol=1e-12)
G = Cs*sp.diag(*gs)*Cs.T
Dr = lambda f, v: sp.diff(f, v) - be*f*sp.diff(H, v)   # d(f rho)/dv / rho
res = sum(-Dr(p[i]/m, q[i]) + Dr(sp.diff(H, q[i]) + sum(G[i, j]*p[j] for j in range(4)), p[i])
          + sum(s*m/be*G[i, j]*Dr(Dr(sp.Integer(1), p[i]), p[j]) for j in range(4)) for i in range(4))
assert sp.expand(res.subs(s, 1)) == 0 and sp.expand(res.subs(s, 2)) != 0

# Poisson equation -L u = f from the generator, Gaussian averages by integration
x, y = sp.symbols('x y', real=True); g, o = sp.symbols('g o', positive=True)
L = lambda f: o*y*sp.diff(f, x) - o*x*sp.diff(f, y) - g*y*sp.diff(f, y) + g*sp.diff(f, y, 2)
mom = [sp.integrate(x**i*sp.exp(-x**2/2), (x, -sp.oo, sp.oo))/sp.sqrt(2*sp.pi) for i in range(5)]
avg = lambda f: sum(c*mom[i]*mom[j] for (i, j), c in sp.Poly(sp.expand(f), x, y).terms())
cs = sp.symbols('c0:3'); u = cs[0]*(x*x-1) + cs[1]*x*y + cs[2]*(y*y-1)
for f, claim in (((x*x+y*y)/2-1, 1/g+g/(4*o**2)), (x*x-1, 1/(2*g)+g/(2*o**2)), (y*y-1, 1/(2*g))):
    sol = sp.solve(sp.Poly(sp.expand(L(u)+f), x, y).coeffs(), cs, dict=True)[0]
    assert sp.simplify(avg(f*u.subs(sol))/avg(f*f) - claim) == 0

# correlation function: Wick form against Gauss-Hermite average of the conditional mean
gx, gw = np.polynomial.hermite_e.hermegauss(6); gw = gw/gw.sum()
X, Y = np.meshgrid(gx, gx); W2 = np.outer(gw, gw)
for gam, t in ((0.5, 0.9), (2.0, 0.7), (6.0, 1.5)):
    A = drift(gam, 1.0); E = expm(-A*t)
    noise = quad(lambda v: 2*gam*np.sum(expm(-A*v)[:, 1]**2), 0, t)[0]
    Ht = 0.5*((E[0, 0]*X+E[0, 1]*Y)**2 + (E[1, 0]*X+E[1, 1]*Y)**2 + noise)
    assert abs(np.sum(W2*Ht) - 1) < 1e-8
    assert abs(np.sum(W2*(0.5*(X*X+Y*Y)-1)*(Ht-1)) - 0.5*np.sum(E**2)) < 1e-8
for t in (0.3, 1.0, 3.0):
    assert abs(0.5*np.sum(expm(-drift(2, 1)*t)**2) - np.exp(-2*t)*(1+2*t*t)) < 1e-12

def tau_quad(gam, w, kind):
    A = drift(gam, w); T = 22.5/np.linalg.eigvals(A).real.min()
    pick = {'H': lambda E: 0.5*np.sum(E**2), 'V': lambda E: E[0, 0]**2, 'K': lambda E: E[1, 1]**2}[kind]
    ed = np.concatenate(([0], T*2.0**np.arange(-6, 1)))
    return sum(quad(lambda t: pick(expm(-A*t)), ed[i], ed[i+1], epsabs=1e-11, epsrel=1e-10,
                    limit=300)[0] for i in range(7))
for gam in (0.5, 2.6, 8.0):
    assert abs(tau_quad(gam, 1.3, 'H') - tauH(gam, 1.3)) < 1e-8
    assert abs(tau_quad(gam, 1.3, 'V') - 1/(2*gam) - gam/(2*1.3**2)) < 1e-8
    assert abs(tau_quad(gam, 1.3, 'K') - 1/(2*gam)) < 1e-8
mn = {k: minimize_scalar(tau_quad, args=(1.0, k), bounds=(0.5, 5), method='bounded',
                         options={'xatol': 1e-4}) for k in 'HV'}
assert abs(mn['H'].x-2) < 1e-3 and abs(mn['V'].x-1) < 1e-3
assert abs(mn['H'].fun-1) < 1e-6 and abs(mn['V'].fun-1) < 1e-6

# slowest decay rate of quadratic observables (x^2-1, xy, y^2-1), w = 1
gap = lambda gam: -np.linalg.eigvals(np.array([[0, 2, 0], [-1, -gam, 1], [0, -2, -2*gam]])).real.max()
grid = np.linspace(0.1, 6, 591)
assert abs(grid[np.argmax([gap(v) for v in grid])] - 2) < 0.011
assert abs(gap(1.2)-1.2) < 1e-10 and abs(gap(3.0)-(3-np.sqrt(5))) < 1e-10

# finite step
def step(gam, w, h):
    D = np.diag([1, np.exp(-gam*h/2)]); c, sn = np.cos(w*h), np.sin(w*h)
    return D, np.array([[c, sn], [-sn, c]])
def corr_seq(gam, w, h, N=None):
    D, R = step(gam, w, h); M = D@R@D; P = M.copy(); out = []
    while (len(out) < N) if N else (not out or out[-1] > 1e-17):
        out.append(0.5*np.sum(P**2)); P = P@M
    return np.array(out)
tau_sum = lambda gam, w, h: h*(0.5 + corr_seq(gam, w, h).sum())
for gam, h in ((0.4, 0.2), (2.0, 0.6), (5.0, 1.3), (1.0, 2.5)):
    D, R = step(gam, 1.0, h)
    Nz = np.diag([0, quad(lambda v: 2*gam*np.exp(-2*gam*v), 0, h/2)[0]])
    assert np.allclose(D@R@(D@D + Nz)@R.T@D + Nz, np.eye(2), atol=1e-12)
    assert abs(tau_sum(gam, 1.0, h)/tau_h(gam, 1.0, h) - 1) < 1e-11
for h in (0.3, 0.65):
    z = minimize_scalar(tau_sum, args=(1.0, h), bounds=(0.5, 8), method='bounded', options={'xatol': 1e-7})
    assert abs(z.x - g_opt(1.0, h)) < 1e-4
for h in (0.8, 1.5, 2.3):
    assert np.all(np.diff([tau_sum(v, 1.0, h) for v in np.linspace(0.3, 6, 20)]) < 0)
coef = (tau_sum(1.3, 1.0, 0.01) - tau_quad(1.3, 1.0, 'H'))/0.01**2
assert abs(coef/(-(1.3/12 + 1.3**3/48)) - 1) < 1e-3

# stochastic run in bead space: n=6, w_n=m=beta_n=1, friction lam*2w_k, centroid lam
rng = np.random.default_rng(7); n, h, Wk, N = 6, 0.3, 8000, 250
C, w = modes(n), freqs(n, 1.0)
U = expm(h*np.block([[np.zeros((n, n)), np.eye(n)], [-springs(n, 1.0), np.zeros((n, n))]])).T
mean = np.r_[0.5, np.ones(n-1)]; lags = np.arange(1, N); sim = {}
for lam in (0.25, 1.0, 4.0):
    gam = lam*np.r_[1.0, 2*w[1:]]; c1 = np.exp(-gam*h/2); c2 = np.sqrt(1-c1**2)
    Q = (rng.standard_normal((Wk, n))*np.r_[0, 1/w[1:]])@C.T; P = rng.standard_normal((Wk, n))
    acc = np.zeros((Wk, n))
    for _ in range(N):
        P = (c1*(P@C) + c2*rng.standard_normal((Wk, n)))@C.T
        Z = np.hstack((Q, P))@U; Q = Z[:, :n]
        Pm = c1*(Z[:, n:]@C) + c2*rng.standard_normal((Wk, n)); P = Pm@C.T
        acc += 0.5*(Pm**2 + (w*(Q@C))**2)
    dev = acc/N - mean
    assert np.all(abs(dev.mean(0)) < 4.5*dev.std(0)/np.sqrt(Wk))
    est = 0.5*h*N*dev**2/mean          # energy variance equals mean energy in these units
    for k in range(n):
        cl = corr_seq(gam[k], w[k], h, N-1) if k else np.exp(-2*gam[0]*h*lags)
        pred = h*(0.5 + np.sum((1-lags/N)*cl)); se = est[:, k].std()/np.sqrt(Wk)
        assert abs(est[:, k].mean() - pred) < 4.5*se
        if k == 1: sim[lam] = (est[:, k].mean(), se, pred, tau_h(gam[1], w[1], h))
assert sim[1.0][0] < min(sim[0.25][0], sim[4.0][0]) - 0.2

# worked example; times in fs
T, n, h, tau0, Om_cm, mass = 300.0, 32, 0.25, 100.0, 3000.0, sc.atomic_mass
cm = 2*np.pi*sc.c*100*1e-15; w1 = sc.k*T/sc.hbar*1e-15; Om = Om_cm*cm
def bead_system(n):
    C, w = modes(n), freqs(n, n*w1); Gm = C@np.diag(np.r_[1/tau0, 2*w[1:]])@C.T
    K = springs(n, n*w1) + Om**2*np.eye(n); O = np.zeros((n, n))
    A = np.block([[O, -np.eye(n)], [K, Gm]])
    return C, w, K, A, lyap(A, np.block([[O, O], [O, 2*Gm]]))
q2 = {nb: np.trace(bead_system(nb)[4][:nb, :nb])*sc.k*T/mass*1e-30*1e20 for nb in (32, 64)}
q2x = sc.hbar/(2*mass*Om*1e15)/np.tanh(Om/(2*w1))*1e20
ratio = (q2x-q2[32])/(q2x-q2[64]); assert 3.7 < ratio < 4.1
C, w, K, A, S = bead_system(n); O = np.zeros((n, n))
assert np.allclose(S, np.block([[np.linalg.inv(K), O], [O, np.eye(n)]]), atol=1e-7)
tau_B = lambda B: np.trace(lyap(A.T, B)@S@B@S)/np.trace(B@S@B@S)
wt = np.sqrt(w**2 + Om**2); well = {}
for k in (1, 16):
    Pk = np.outer(C[:, k], C[:, k]); well[k] = tau_B(0.5*np.block([[wt[k]**2*Pk, O], [O, Pk]]))
    lam = w[k]/wt[k]; assert abs(well[k]*wt[k] - (lam+1/lam)/2) < 1e-7
tot = tau_B(0.5*np.block([[K, O], [O, np.eye(n)]]))
assert abs(tot/np.mean(tauH(np.r_[1/tau0, 2*w[1:]], wt)) - 1) < 1e-7

print(f"numerical optimum g/w: H {mn['H'].x:.3f}, V {mn['V'].x:.3f} (dimensionless)")
print(f"w*tau at optimum: H {mn['H'].fun:.4f}, V {mn['V'].fun:.4f} (dimensionless)")
print(f"w*tau_H at g=w: {tau_quad(1.0, 1.0, 'H'):.4f}, at g=4w: {tau_quad(4.0, 1.0, 'H'):.4f}")
print(f"h^2 coefficient at g=1.3, w=1: {coef:.4f} (reduced units)")
print(f"simulation n=6, h=0.3, {Wk} walkers, {N} steps, k=1, w={freqs(6, 1.0)[1]:.3f} (units w_n)")
for lam, v in sim.items():
    print(f" g/2w={lam}: tau sim {v[0]:.3f}+-{v[1]:.3f}, finite-run {v[2]:.3f}, tau_h {v[3]:.3f} (1/w_n)")
print(f"T = {T} K, n = {n}, h = {h} fs, tau0 = {tau0} fs")
print(f"kT/hbar = {w1:.5f} 1/fs, w_n = {n*w1:.4f} 1/fs = {n*w1/cm:.0f} cm^-1")
print("k  w[1/fs] w[cm^-1] g=2w[1/fs] tau_H[fs] w*h c1")
for k in (1, 2, 4, 8, 16):
    print(f"{k:2d} {w[k]:.4f} {w[k]/cm:.0f} {2*w[k]:.4f} {tauH(2*w[k], w[k]):.4f} {w[k]*h:.4f} {np.exp(-w[k]*h):.4f}")
print("k  tau_h(2w)[fs] g_opt[1/fs] g_opt/2w tau_h(g_opt)[fs] ratio")
for k in (1, 2, 4, 8, 16):
    go = g_opt(w[k], h); t2, t0 = tau_h(2*w[k], w[k], h), tau_h(go, w[k], h)
    print(f"{k:2d} {t2:.4f} {go:.4f} {go/(2*w[k]):.4f} {t0:.4f} {t2/t0:.4f}")
print(f"largest h with finite optimum for all modes = {np.pi/(4*w.max()):.4f} fs")
print(f"free centroid: g0 = {1/tau0:.3f} 1/fs, tau_K = {tau0/2:.1f} fs, c1 = {np.exp(-h/(2*tau0)):.5f}")
print(f"mean tau_H over free internal modes = {np.mean(tauH(2*w[1:], w[1:])):.4f} fs")
print(f"well: Omega = {Om_cm:.0f} cm^-1 = {Om:.4f} 1/fs, m = 1 u, beta hbar Omega = {Om/w1:.3f}")
for k in (1, 16):
    print(f" k={k}: w~ {wt[k]:.4f} 1/fs, lambda {w[k]/wt[k]:.4f}, tau {well[k]:.4f} fs, "
          f"best {1/wt[k]:.4f} fs, ratio {well[k]*wt[k]:.4f}")
print(f" centroid tau_H = {tauH(1/tau0, Om):.2f} fs, total-energy tau = {tot:.4f} fs")
print(f" <q^2>: n=32 {q2[32]:.6f}, n=64 {q2[64]:.6f}, exact {q2x:.6f} Angstrom^2")
print(f" error ratio n=32 over n=64 = {ratio:.3f}")
print("all good")
```

Output:

```
numerical optimum g/w: H 2.000, V 1.000 (dimensionless)
w*tau at optimum: H 1.0000, V 1.0000 (dimensionless)
w*tau_H at g=w: 1.2500, at g=4w: 1.2500
h^2 coefficient at g=1.3, w=1: -0.1541 (reduced units)
simulation n=6, h=0.3, 8000 walkers, 250 steps, k=1, w=1.000 (units w_n)
 g/2w=0.25: tau sim 2.045+-0.037, finite-run 2.064, tau_h 2.121 (1/w_n)
 g/2w=1.0: tau sim 0.956+-0.016, finite-run 0.959, tau_h 0.972 (1/w_n)
 g/2w=4.0: tau sim 1.441+-0.028, finite-run 1.436, tau_h 1.487 (1/w_n)
T = 300.0 K, n = 32, h = 0.25 fs, tau0 = 100.0 fs
kT/hbar = 0.03928 1/fs, w_n = 1.2568 1/fs = 6672 cm^-1
k  w[1/fs] w[cm^-1] g=2w[1/fs] tau_H[fs] w*h c1
 1 0.2464 1308 0.4928 4.0587 0.0616 0.9403
 2 0.4904 2603 0.9808 2.0392 0.1226 0.8846
 4 0.9619 5107 1.9239 1.0396 0.2405 0.7862
 8 1.7774 9436 3.5549 0.5626 0.4444 0.6412
16 2.5137 13345 5.0273 0.3978 0.6284 0.5334
k  tau_h(2w)[fs] g_opt[1/fs] g_opt/2w tau_h(g_opt)[fs] ratio
 1 4.0536 0.4940 1.0025 4.0536 1.0000
 2 2.0291 0.9908 1.0102 2.0290 1.0001
 4 1.0202 2.0027 1.0409 1.0194 1.0007
 8 0.5297 4.1436 1.1656 0.5251 1.0087
16 0.3563 7.3735 1.4667 0.3440 1.0356
largest h with finite optimum for all modes = 0.3125 fs
free centroid: g0 = 0.010 1/fs, tau_K = 50.0 fs, c1 = 0.99875
mean tau_H over free internal modes = 0.9389 fs
well: Omega = 3000 cm^-1 = 0.5651 1/fs, m = 1 u, beta hbar Omega = 14.388
 k=1: w~ 0.6165 1/fs, lambda 0.3997, tau 2.3535 fs, best 1.6221 fs, ratio 1.4509
 k=16: w~ 2.5764 1/fs, lambda 0.9756, tau 0.3883 fs, best 0.3881 fs, ratio 1.0003
 centroid tau_H = 100.01 fs, total-energy tau = 3.8495 fs
 <q^2>: n=32 0.005482, n=64 0.005584, exact 0.005619 Angstrom^2
 error ratio n=32 over n=64 = 3.891
all good
```
